How a finite sinusoidal test signal biases a capacitance-voltage measurement

**Question**

I am measuring C-V curves of a silicon Schottky diode. The meter adds a sinusoidal test signal of amplitude a to the dc bias. An exercise says that this finite amplitude biases the measured capacitance by a²C″/8 at leading order, and asks for the result for a uniformly doped diode.

My attempt was to average C(V₀ + a sin ωt) over a cycle. Since the average of sin² is 1/2, I get an excess of a²C″/4, which is twice the stated value. Where does the other factor of 1/2 come from? And does the effect matter in practice? My diode has a barrier of about 0.70 eV, doping 10¹⁶ cm⁻³ and diameter 0.5 mm. I measure at 1 MHz and 300 K, and I could use a 30 mV or a 100 mV signal.

**Answer**

Your average is correct, but it is not what the meter reports. The meter measures a current, and the current weights the different parts of the cycle unequally.

**What the meter reads**

Let Q(V) be the charge on the device and C(V) = dQ/dV its differential capacitance. I assume four things:

- Q follows the instantaneous voltage, without delay or hysteresis.
- The voltage across the device itself is sinusoidal, with the dc part V₀ held fixed.
- a is the peak amplitude, not the rms value.
- The meter extracts the component of the current at the drive frequency that is 90° ahead of the voltage.

With θ = ωt and V = V₀ + a sin θ, the chain rule gives the current

i = dQ/dt = C(V) dV/dt = C(V₀ + a sin θ) ωa cos θ.

For a constant capacitance this is Cωa cos θ. The meter therefore projects the current on cos θ and divides by ωa. Since ∫cos²θ dθ = π over a cycle, the correctly normalized reading is

C_meas = [1/(πωa)] ∫₀²π i cos θ dθ
= (1/π) ∫₀²π C(V₀ + a sin θ) cos²θ dθ.

One factor cos θ comes from dV/dt and the other from the projection. Their product vanishes at the voltage extremes, where the curvature of C has its largest effect. That is why the reading has a smaller excess than the plain average.

**Expansion in the amplitude**

Suppose C has four continuous derivatives over the voltage swing. Taylor's theorem gives, with derivatives at V₀ unless stated,

C(V₀ + a sin θ) = C + aC′ sin θ + (a²/2)C″ sin²θ + (a³/6)C‴ sin³θ + (a⁴/24)C⁗(ξ) sin⁴θ,

where ξ lies somewhere within the swing and depends on θ. Multiply by cos²θ and integrate term by term.

The first and third orders vanish, because sin θ cos²θ and sin³θ cos²θ are odd in θ. For the second order,

sin²θ cos²θ = (1/4) sin²2θ, so ∫₀²π sin²θ cos²θ dθ = π/4.

The second-order contribution is therefore

(1/π)(a²/2)C″(π/4) = a²C″/8.

For the fourth order, use sin²θ = (1 − cos 2θ)/2 once more:

sin⁴θ cos²θ = (1/8) sin²2θ − (1/8) sin²2θ cos 2θ.

The last term integrates to zero, so the integral is π/8. This bounds the remainder:

C_meas = C + a²C″/8 + R, |R| ≤ (a⁴/192) max|C⁗|,

with the maximum taken over the swing. The second term is the bias stated in your exercise. In terms of the rms amplitude, a² = 2a_rms², and the same bias reads a_rms²C″/4. That is a change of notation and does not rescue the cycle average, which would be a_rms²C″/2.

The sign follows the curvature: at leading order a convex C(V) is read too high and a concave one too low. At an inflection point the a² term vanishes and higher orders decide.

As a concave test case, take C = 1 + (1/2)tanh V in scaled units, at V₀ = 0.5 with a = 0.02. Numerical integration gives an excess of 0.1250 a²C″ for the meter reading and 0.2500 a²C″ for the cycle average. Both excesses are negative here, because C″ < 0.

**The capacitance of the Schottky diode**

Count V positive in reverse bias and let Q be the magnitude of the depletion charge. I use SI units, with q the elementary charge, ε the permittivity of the semiconductor, N the donor density and A the contact area.

Let φ(x) be the band bending, expressed as a voltage and measured from the neutral bulk. Fully ionized donors and Boltzmann electrons in equilibrium with the bulk give

d²φ/dx² = (qN/ε)[1 − exp(−qφ/kT)].

Multiply by dφ/dx and integrate from the bulk, where φ and the field vanish, to the contact, where φ = φₛ = V_bi + V. The field magnitude F at the contact obeys

F²/2 = (qN/ε){φₛ − (kT/q)[1 − exp(−qφₛ/kT)]}.

In depletion the exponential is negligible. Gauss's law, Q = εAF, then gives

Q = A(2εqNψ)^(1/2), ψ = V_bi − kT/q + V.

The kT/q is what remains of the electron tail at the depletion edge. Since dψ/dV = 1,

C = dQ/dV = A[εqN/(2ψ)]^(1/2).

Thus C is proportional to ψ^(−1/2), and two differentiations give

C′ = −C/(2ψ),
C″ = (−1/2)(−3/2)C/ψ² = 3C/(4ψ²).

Inserting C″ in the general result,

ΔC = a²C″/8 = 3a²C/(32ψ²),
ΔC/C = (3/32)(a/ψ)².

Doping and area cancel from the relative bias, except through the logarithmic dependence of V_bi on N. At zero bias, a tenfold higher doping still lowers the relative bias of this diode by about 21 %, and a tenfold lower doping raises it by about 31 %. What matters is the amplitude compared with the band bending. The effect is therefore largest near zero or forward bias and falls as ψ⁻² in reverse.

Two more differentiations give C⁗ = (105/16)C/ψ⁴, so the next term in the relative bias is

(1/192)(105/16)(a/ψ)⁴ = (35/1024)(a/ψ)⁴.

It is positive, so the leading formula slightly underestimates the bias. The expansion needs a < ψ, but the diode model fails earlier: before the forward peak flattens the bands, the electron tail and the forward current are no longer small.

**Your numbers**

Take ε_r = 11.7 and a conduction-band density of states N_c = 2.8×10¹⁹ cm⁻³. At 300 K, kT/q = 25.85 mV, and

V_bi = 0.70 V − (0.02585 V) ln(2.8×10¹⁹/10¹⁶) = 0.495 V.

At zero bias ψ = 0.495 − 0.026 = 0.469 V. The capacitance is 82.6 pF and

C″ = 0.75 × 82.6 pF/(0.469 V)² = 282 pF/V².

For a 100 mV peak signal,

ΔC = (0.100 V)² × 282 pF/V² / 8 = 0.352 pF = 352 fF,

or 0.426 % of C. Evaluating the whole integral instead of its leading term gives 0.434 %, or 358 fF. The difference is almost entirely the fourth-order effect.

With the other settings fixed, the leading relative biases are:

- 0 V: 0.038 % at 30 mV and 0.426 % at 100 mV.
- 1 V reverse: 0.0039 % at 30 mV and 0.043 % at 100 mV.
- 5 V reverse: 0.0003 % at 30 mV and 0.003 % at 100 mV.

Going from 0 to 1 V raises ψ from 0.469 to 1.469 V. This reduces the relative bias by (1.469/0.469)² ≈ 9.8.

Check whether your meter's setting is peak or rms. A setting of 100 mV rms means a = 141 mV, and the leading bias at zero volts doubles to 0.85 %.

**What it does to the doping and built-in voltage**

For this diode 1/C² = Sψ with S = 2/(εqNA²), so the slope gives N and the voltage intercept gives V_bi − kT/q. With a held fixed during the sweep, the measured version is, to order a²,

1/C_meas² = Sψ[1 + 3a²/(32ψ²)]⁻² ≈ S[ψ − 3a²/(16ψ)].

Its slope is

d(1/C_meas²)/dV ≈ S[1 + 3a²/(16ψ²)].

The slope is too steep, and the doping derived from it is too low:

N_app/N ≈ 1 − 3a²/(16ψ²).

Dividing the ordinate by the slope gives the distance from the measuring voltage to the tangent's intercept:

ψ_app ≈ ψ[1 − 3a²/(16ψ²)]² ≈ ψ − 3a²/(8ψ).

At zero bias and 100 mV peak, the formulas give a doping error of −0.85 % and an intercept shift of −8.0 mV. Extracting both from simulated readings gives −0.87 % and −8.1 mV. The apparent built-in voltage is therefore about 8 mV too low. These are errors of a tangent at 0 V; a tangent at 1 V reverse is shifted by only 2.6 mV.

**Reducing the bias**

To keep the leading relative bias below δ, choose

a ≤ ψ(32δ/3)^(1/2).

For δ = 0.1 % at zero bias this gives 48 mV peak, or 34 mV rms. The price of a smaller amplitude is a smaller signal current.

Alternatively, measure at a and 2a with the same dc bias. Write C_meas(a) = C + αa² + βa⁴. Then

[4C_meas(a) − C_meas(2a)]/3 = C + (4α − 4α)a²/3 + (4β − 16β)a⁴/3 = C − 4βa⁴.

The a² term cancels. For the diode β = 35C/(1024ψ⁴), so the relative residue is −(35/256)(a/ψ)⁴. Readings at 50 and 100 mV leave −0.0018 % in the ideal model. In a real diode, leakage acting through the series resistance changes this residue. In the circuit model of the next section it becomes about +0.001 % relative to the 1 mV reading, and the small-signal offset from resistance and leakage, about −0.009 %, is not removed.

**How far to trust this for a real diode**

At zero bias a 100 mV signal drives the diode 100 mV forward at its peak, so the diode also conducts. A conduction current that follows the instantaneous voltage has no component on cos θ, and alone it would leave the reading unchanged. With series resistance, however, it alters the voltage across the device, which is then no longer the applied sinusoid.

To size this, I added a 10 Ω series resistance and thermionic leakage with a saturation current of 78 nA, which includes image-force lowering of the barrier. The source's dc voltage was held at zero. In the parallel-capacitance reading, the rise from 1 to 100 mV became 0.410 %, compared with 0.434 % for the ideal diode at 100 mV. This treats 0.70 eV as the barrier before lowering and freezes the lowering at its zero-bias value. Letting the lowering follow the field gives 0.411 %. If 0.70 eV is already the effective barrier for the current, the leakage is smaller: the rise is 0.423 %, and the series-mode addition discussed below drops to about 0.03 %.

Most of this reduction follows from a linear estimate. A diode admittance y = G + iωC in series with a small R gives

y/(1 + Ry) ≈ y − Ry²,

whose imaginary part is ωC(1 − 2RG). The large signal raises the measured conductance by 10.5 μS, so 2RΔG is about 0.02 %.

The meter mode matters too. For a parallel admittance G + iωC, the equivalent series capacitance is C(1 + D²), with D = G/(ωC). Here D = 0.031 at 100 mV, so series mode would add about 0.1 % to the reading.

Other errors affect the absolute value of C, measured or calculated, even at small a:

- With the barrier height held fixed, C drifts by 0.096 % per kelvin. A change of about 4.5 K matches the 100 mV bias.
- The depletion width is 0.1 % of the contact radius, and fringing at the edge adds somewhat more than that ratio, about 0.17 % of C (0.125 % in the silicon and about 0.05 % through the air above it), if the free surface around the contact carries no charge. Surface charge can change this figure.
- Dropping kT/q from ψ would put the calculated C off by −2.65 %.

Deep traps, an interfacial layer and non-uniform doping are not included. Traps that respond on the time scale of the signal break the assumption of a single-valued Q(V), and then a²C″/8 alone cannot be relied on. Non-uniform doping leaves the general formula intact but changes C″, which you would then take from the measured curve. The remaining estimates, including tunnelling and breakdown field, are in the numerical output below. The difference of 3.8×10⁻⁶ listed there for the electron tail comes from the finite voltage step used to differentiate the Poisson solution; the neglected exponential exp(−qφₛ/kT) is itself only about 5×10⁻⁹ at zero bias.

Values computed for the example and the checks

```
excess/(a^2 C''): lock-in 0.12499, time average 0.24997
T = 300 K, eps_r = 11.7, barrier = 0.70 eV, gap = 1.12 eV
N = 1.0e+16, Nc = 2.8e+19, Nv = 2.7e+19 cm^-3
diameter = 0.50 mm, area = 1.9635e-03 cm2
frequency = 1.0 MHz, series R = 10 ohm
Richardson constant = 110 A/(cm2 K2), mobility = 1200 cm2/Vs
kT/q = 25.85 mV, Vbi = 0.4948 V, psi(0) = 0.4690 V
depletion width at 0 V = 246.3 nm
Bias of the reading (a is the peak amplitude):
 V=0 V a=30 mV psi=0.4690 V C=82.599 pF C''=281.696 pF/V2
   leading 0.03837 % = 31.691 fF; all orders 0.03842 % = 31.738 fF
 V=0 V a=100 mV psi=0.4690 V C=82.599 pF C''=281.696 pF/V2
   leading 0.42630 % = 352.119 fF; all orders 0.43354 % = 358.098 fF
 V=1 V a=30 mV psi=1.4690 V C=46.670 pF C''=16.221 pF/V2
   leading 0.00391 % = 1.825 fF; all orders 0.00391 % = 1.825 fF
 V=1 V a=100 mV psi=1.4690 V C=46.670 pF C''=16.221 pF/V2
   leading 0.04345 % = 20.276 fF; all orders 0.04352 % = 20.311 fF
 V=5 V a=30 mV psi=5.4690 V C=24.187 pF C''=0.607 pF/V2
   leading 0.00028 % = 0.068 fF; all orders 0.00028 % = 0.068 fF
 V=5 V a=100 mV psi=5.4690 V C=24.187 pF C''=0.607 pF/V2
   leading 0.00313 % = 0.758 fF; all orders 0.00313 % = 0.758 fF
At 0 V, a = 100 mV peak = 70.7 mV rms, a/psi = 0.2132:
 doping error: leading -0.853 %, simulated -0.872 %
 intercept shift: leading -8.00 mV, simulated -8.09 mV
 two-amplitude cure (50, 100 mV): residue -0.00182 %, formula -0.00177 %
 peak amplitude for 0.1 % bias = 48.4 mV (simulated bias 0.1004 %)
Neglected effects at 0 V unless stated:
 electron tail, C from Poisson vs formula: 3.8e-06
 error of C if kT/q is dropped = -2.65 %
 image-force lowering = 21.7 mV, saturation current = 78.1 nA
 conductance: 1 mV 5.72 uS, 100 mV 16.24 uS, G/(wC) = 0.0312
 C rise 1 to 100 mV with R and leakage = 0.4100 %
 C offset from R and leakage at 100 mV = -0.0322 %
 interface holes / N = 2.4e-04
 neutral donors in bulk = 0.40 %, Vbi shift = -0.105 mV
 degeneracy measure N/Nc = 3.6e-04
 tunnelling energy E00 = 1.25 meV, kT = 25.85 meV
 peak field: 0 V 0.0381, 5 V 0.1301, breakdown (rough) 0.4 MV/cm
 edge measure width/radius = 9.9e-04
 frequency x dielectric relaxation time (w tau) = 3.4e-06
 C drift with temperature = 0.096 %/K
```
